# Thermal and zero-point gap shift from a harmonic phonon coordinate

## Result and assumptions

Let a phonon coordinate $x$ have oscillator mass $M$ and angular frequency $\omega$. Measure it in units of its quantum length,

$$q=\frac{x}{x_0},\qquad x_0=\sqrt{\frac{\hbar}{M\omega}} .$$

Three assumptions are made.

1. With the electrons in their ground state, the coordinate is harmonic:
$$H_g=\frac{\hbar\omega}{2}\,(p^2+q^2),\qquad [q,p]=i .$$
2. The gap with the atoms held at $q$ is
$$E_g(q)=E_0+aq+cq^2 ,$$
where $E_0,a,c$ and $\omega$ do not depend on temperature.
3. The phonon is in thermal equilibrium at temperature $T$ under $H_g$.

**Theorem 1.** The thermal mean of the gap is

$$\boxed{\;\langle E_g\rangle_T=E_0+\frac c2\coth\frac{\hbar\omega}{2kT}\;}$$

It separates into a zero-point part and a thermal part,

$$\langle E_g\rangle_T-E_0=\frac c2+c\,n_B,\qquad n_B=\frac{1}{e^{\hbar\omega/kT}-1}.$$

The sign of $c$ decides whether vibration widens or narrows the gap. The linear coefficient $a$ does not enter the mean.

Assumption 2 treats the gap as a function of frozen atomic positions. This is the adiabatic picture, in which electrons follow the atoms. It can fail for moving carriers in polar crystals, a case sized below.

**Curvature in ordinary length.** If the gap has second derivative $K=d^2E_g/dx^2$, its quadratic term is $\tfrac12Kx^2=\tfrac12Kx_0^2q^2$. Hence $c=Kx_0^2/2=\hbar K/(2M\omega)$, and the shift reads

$$\langle E_g\rangle_T-E_0=\frac{\hbar K}{4M\omega}\coth\frac{\hbar\omega}{2kT}.$$

## Two lemmas and the proof

**Lemma 1.** In the oscillator level $|n\rangle$, $\langle n|q|n\rangle=0$ and $\langle n|q^2|n\rangle=n+\tfrac12$.

*Proof.* Define $b=(q+ip)/\sqrt2$. The commutator $[q,p]=i$ gives $[b,b^\dagger]=1$, and

$$b^\dagger b=\tfrac12(q^2+p^2+i[q,p])=\tfrac12(q^2+p^2)-\tfrac12 .$$

Thus $H_g=\hbar\omega(b^\dagger b+\tfrac12)$, with levels $\hbar\omega(n+\tfrac12)$. Adding $b$ and $b^\dagger$ gives $q=(b+b^\dagger)/\sqrt2$. Each term changes $n$ by one, so the diagonal element of $q$ vanishes. For the square,

$$q^2=\tfrac12\left(b^2+b^{\dagger2}+bb^\dagger+b^\dagger b\right).$$

The first two terms change $n$ by two and have no diagonal element. The last two give $(n+1)+n$, so $\langle n|q^2|n\rangle=\tfrac12(2n+1)$. ∎

**Lemma 2.** In thermal equilibrium,

$$\sigma^2\equiv\langle q^2\rangle_T=n_B+\frac12=\frac12\coth\frac{\hbar\omega}{2kT}.$$

*Proof.* Put $z=e^{-\hbar\omega/kT}$. The normalized level weights are $p_n=(1-z)z^n$, because $\sum_n z^n=1/(1-z)$; the common zero-point energy cancels. Differentiating this sum and multiplying by $z$ gives $\sum_n nz^n=z/(1-z)^2$. Therefore

$$\langle n\rangle=(1-z)\frac{z}{(1-z)^2}=\frac{z}{1-z}=n_B .$$

Lemma 1 then gives

$$\sigma^2=\frac{z}{1-z}+\frac12=\frac12\,\frac{1+z}{1-z}.$$

Multiplying numerator and denominator by $z^{-1/2}=e^{\hbar\omega/2kT}$ turns the fraction into $2\cosh y/(2\sinh y)=\coth y$, with $y=\hbar\omega/2kT$. ∎

*Proof of Theorem 1.* Average $E_g(q)$ term by term. The constant remains $E_0$; the linear term vanishes in every level; the quadratic term gives $c\sigma^2$. Lemma 2 supplies both forms of the result. ∎

## Temperature limits

**Cold limit.** For $kT\ll\hbar\omega$, expand $\coth y=(1+e^{-2y})/(1-e^{-2y})\simeq1+2e^{-2y}$. Then

$$\langle E_g\rangle_T\simeq E_0+\frac c2+c\,e^{-\hbar\omega/kT}.$$

The gap is flat near $T=0$, but its plateau lies at $E_0+c/2$. In this harmonic model, a calculation with atoms fixed at $q=0$ gives $E_0$ and must be corrected by $c/2$ before it is compared with the gap at low temperature.

**Hot limit.** For $kT\gg\hbar\omega$, use $\coth y\simeq1/y+y/3$:

$$\langle E_g\rangle_T\simeq E_0+c\left(\frac{kT}{\hbar\omega}+\frac{\hbar\omega}{12kT}\right).$$

The leading term is $KkT/(2M\omega^2)$, from which $\hbar$ has disappeared. It is the classical result: equipartition gives $\tfrac12M\omega^2\langle x^2\rangle=\tfrac12kT$, and the gap shifts by $\tfrac12K\langle x^2\rangle$.

There is no constant term besides $E_0$. The straight hot asymptote, extended to $T=0$, therefore meets the axis at the bare gap, and its distance from the cold plateau is the zero-point shift. A tangent drawn at finite $T$ does not quite do this. Its intercept is

$$\langle E_g\rangle-T\frac{d\langle E_g\rangle}{dT}\simeq E_0+c\left[\frac{kT}{\hbar\omega}+\frac{\hbar\omega}{12kT}-\frac{kT}{\hbar\omega}+\frac{\hbar\omega}{12kT}\right]
=E_0+\frac{c\hbar\omega}{6kT}.$$

**Slope at any temperature.** Since $d\coth y/dy=-1/\sinh^2y$ and $dy/dT=-y/T$,

$$\frac{d\langle E_g\rangle}{dT}=\frac c2\,\frac{y}{T\sinh^2y}.$$

## What the linear term does

**Proposition 1.** The variance of the gap is

$$\operatorname{Var}E_g=a^2\sigma^2+2c^2\sigma^4 .$$

*Proof.* The ladder operators give

$$q^2|n\rangle=\tfrac12\left[\sqrt{(n+1)(n+2)}\,|n+2\rangle+(2n+1)|n\rangle+\sqrt{n(n-1)}\,|n-2\rangle\right].$$

The squared norm of this vector is

$$\langle n|q^4|n\rangle=\tfrac14\left[(n+1)(n+2)+(2n+1)^2+n(n-1)\right]=\tfrac34(2n^2+2n+1).$$

Next, $\sum_n n(n-1)z^n=2z^2/(1-z)^3$ gives $\langle n(n-1)\rangle=2n_B^2$, hence $\langle n^2\rangle=2n_B^2+n_B$. Thus

$$\langle q^4\rangle=\tfrac34(4n_B^2+4n_B+1)=\tfrac34(2n_B+1)^2=3\sigma^4 .$$

Odd moments vanish because each level has definite parity. Consequently

$$\langle(aq+cq^2)^2\rangle-(c\sigma^2)^2=a^2\sigma^2+3c^2\sigma^4-c^2\sigma^4,$$

which is the stated variance. ∎

The linear term broadens the distribution of gaps without moving its mean. This cancellation is guaranteed when the phonon potential is symmetric about $q=0$. A cubic term generally makes $\langle q\rangle\ne0$, and so does a static electric field acting on a polar coordinate.

## Optical and free-energy gaps

Let $H_e=H_g+E_g(q)$ govern the atoms after excitation across the gap, and let $|m'\rangle$ be its eigenstates with energies $E'_m$.

**Proposition 2.** For transitions between these two electronic states with a dipole independent of $q$, the mean transition energy, weighted by squared vibrational overlaps, is $\langle E_g\rangle_T$.

*Proof.* The weights are $p_n|\langle n|m'\rangle|^2$. They sum to one by completeness. With $E_n$ the levels of $H_g$,

$$\sum_{n,m}p_n|\langle n|m'\rangle|^2(E'_m-E_n)=\sum_np_n\langle n|H_e-H_g|n\rangle=\langle E_g\rangle_T .\;∎$$

The theorem therefore describes the average vertical gap. An absorption threshold is a different quantity: it also depends on broadening and on the density of electronic states.

**Proposition 3.** If $\hbar\omega+2c>0$, the free-energy difference between the excited and ground states is

$$F_e-F_g=E_0-\frac{a^2}{2\hbar\omega+4c}+kT\ln\frac{\sinh(\hbar\omega_e/2kT)}{\sinh(\hbar\omega/2kT)},
\qquad \omega_e=\omega\sqrt{1+\frac{2c}{\hbar\omega}} .$$

*Proof.* Write $\kappa=\hbar\omega+2c$. Completing the square gives

$$H_e=E_0-\frac{a^2}{2\kappa}+\frac{\hbar\omega}{2}p^2+\frac{\kappa}{2}\left(q+\frac a\kappa\right)^2 .$$

Set $q+a/\kappa=sQ$ and $p=P/s$, which preserves the commutator. Choosing $s^4=\hbar\omega/\kappa$ makes both quadratic coefficients $\tfrac12\sqrt{\hbar\omega\kappa}$. The new phonon energy is therefore $\hbar\omega_e=\sqrt{\hbar\omega(\hbar\omega+2c)}$. An oscillator of energy $\varepsilon$ has partition function

$$Z=\sum_n e^{-(n+1/2)\varepsilon/kT}=\frac{1}{2\sinh(\varepsilon/2kT)},$$

so its free energy is $kT\ln[2\sinh(\varepsilon/2kT)]$. Subtracting the two free energies gives the result. ∎

For small $c$, $\hbar\omega_e-\hbar\omega\simeq c$. The derivative of $kT\ln[2\sinh(\varepsilon/2kT)]$ with respect to $\varepsilon$ is $\tfrac12\coth(\varepsilon/2kT)$. For $a=0$ the free-energy shift thus agrees with Theorem 1 to first order in $c$. For $a\ne0$ there is also the relaxation energy $a^2/(2\hbar\omega+4c)$, gained when the atoms settle around the excited state.

If $\hbar\omega+2c\le0$, the excited state has no restoring force in this quadratic model, and Proposition 3 fails. Theorem 1 survives, because its average uses the ground-state vibration. The excited levels then form a continuum, and the sum over $m$ in Proposition 2 becomes an integral.

## Several coordinates

For independent oscillators with $E_g=E_0+\sum_j(a_jq_j+c_jq_j^2)$, averaging term by term gives

$$\langle E_g\rangle_T=E_0+\sum_j\frac{c_j}{2}\coth\frac{\hbar\omega_j}{2kT}.$$

Products $q_iq_j$ with $i\ne j$ would not change this mean, since $\langle q_iq_j\rangle=\langle q_i\rangle\langle q_j\rangle=0$.

The sum matters for large shifts. Suppose $N$ equal coordinates share a fixed total $S=Nc$, with no products $q_iq_j$ in the gap. At a given temperature and phonon energy, the mean shift then depends only on $S$, not on $N$. Apart from the relaxation energy caused by the linear terms, the free-energy shift differs from it by a second-order amount that scales as $Nc^2=S^2/N$. Sharing the quadratic coupling in this way among enough coordinates makes this difference small and keeps the excited state stable. Products can undo this. The gap term $(S/N)\left(\sum_jq_j\right)^2$ has the same mean shift, but its stiffness along the collective direction is $\hbar\omega+2S$ for every $N$.

## Example: a hafnia-like capacitor film

Take rough, round values: $E_0=5.80$ eV, $\hbar\omega=50$ meV, $M=16$ u, and $N=100$ equal coordinates with $a=10$ meV and $c=-2$ meV each. The coupling coefficients are model choices, not measured properties of hafnia.

**One coordinate at 300 K.** The quantum length is $x_0=0.00723$ nm, and the gap curvature is $K=2c/x_0^2=-76.55$ eV/nm². With $kT=25.85$ meV,

$$y=\frac{50}{2\times25.85}=0.967,\qquad \coth y=1.338,$$

$$\frac c2\coth y=-1.00\times1.338=-1.338\text{ meV}.$$

A numerical solution of the Schrödinger equation on a grid gives a mean shift of $-1.33797$ meV. The overlap-weighted transition energy gives the same number, as does the formula.

**All coordinates.** The zero-point shift is $100\times(-1.00)=-100$ meV, so the gap at $T=0$ is 5.700 eV. At 300 K the shift is $-133.8$ meV and the gap 5.666 eV. Three quarters of this shift is already present at absolute zero; the thermal part is $-33.8$ meV. The classical formula gives

$$-200\times\frac{25.85}{50}=-103.4\text{ meV},$$

which misses 30 meV of the quantum shift at 300 K.

At 100 K the shift is $-100.6$ meV, still on the cold plateau. It reaches $-161.2$ meV at 400 K and $-287.7$ meV at 800 K. The slope at 300 K is $-0.255$ meV/K, against the hot-limit value $-0.345$ meV/K, so a line through room-temperature data would not recover the bare gap. Even the tangent at 800 K meets $T=0$ at 23.8 meV below $E_0$.

**Spread and relaxation.** At 300 K, $\sigma^2=0.669$, and variances of independent coordinates add:

$$\sqrt{100\left[10^2(0.669)+2(2^2)(0.669)^2\right]}\text{ meV}=84\text{ meV}.$$

This is the spread of a gap set by one local group of 100 coordinates. For band states extended over many such groups, independent local fluctuations largely average out of the spread, but not out of the mean: they mix band states and push each band edge into the gap at second order, by about the local variance times the band average of $1/(\varepsilon_k-\varepsilon_0)$. For groups of edge 0.73 nm on a cubic lattice, masses $0.70\,m_e$ and the linear coupling split equally between the two edges, this lowers the gap by about 7 meV at 300 K. For a band gap, this effect of local linear coupling is part of the quadratic coefficients $c_j$. Almost all of the local spread comes from the linear term. The same term gives a relaxation energy

$$100\times\frac{10^2}{2(50)+4(-2)}\text{ meV}=108.7\text{ meV}.$$

Without relaxation, the free-energy shift is $-138.2$ meV, 4.4 meV below the mean shift. With relaxation, the free-energy gap is $5.800-0.109-0.138=5.553$ eV, clearly different from the mean vertical gap of 5.666 eV. This relaxation assumes an excitation that stays on the same coordinates. For a carrier spread over many cells, the relaxation from such local coupling is much smaller.

**Why many coordinates are used.** With the coupling shared, the excited-state stiffness $\hbar\omega+2c$ is 46 meV. Putting the whole $-200$ meV into one coordinate would make it $50-400=-350$ meV, which is unstable. For equal coordinates, stability requires $-200/N>-25$, or $N>8$.

**Leakage.** From 300 to 400 K the gap falls by 27.4 meV. Suppose half of this lowers the electron barrier at an electrode, and leakage is thermionic with current proportional to $e^{-\phi/kT}$. At 400 K, $kT=34.5$ meV, so

$$\frac{J(\text{shifted barrier})}{J(\text{barrier kept at its 300 K value})}=e^{13.7/34.5}=1.49 .$$

Both currents are taken at 400 K with the same prefactor and field. The estimate covers only emission over the barrier. At fields of a few MV/cm, tunnelling through the barrier or by way of traps can carry most of the current, and the factor may then differ. A WKB estimate at 2 MV/cm and 400 K, with image-force lowering, barriers of 1 to 2 eV and masses of 0.2 to $0.7\,m_e$, leaves about 5% or less of the current to emission over the top and gives factors between 1.36 and 1.49; traps are not included. The estimate uses the mean vertical gap. A thermal barrier is a free energy, and the model's free-energy change of $-28.9$ meV would give a factor of 1.52. The one-half share is an assumption: the gap shift alone does not determine how the two band edges move.

## How far the example represents a real film

Hafnia has a gap of roughly 5.5 to 6 eV, and ferroelectric capacitor films of it can work at a thickness near 10 nm and fields of a few MV/cm. The chosen gap, thickness and field lie in that regime. The single phonon energy is the clearest simplification: hafnia's optical phonons extend from roughly 15 to 90 meV, and its acoustic phonons reach down to zero energy. If half the coordinates are placed at 25 meV and half at 75 meV, with the same $c$, the 300 K shift changes from $-133.8$ to $-167.2$ meV. The zero-point shift stays at $-100$ meV, because it depends on $c$ and not separately on $\hbar\omega$. The additional shift comes from the soft coordinates, which are more strongly populated. They also make the cold plateau shorter: at 100 K the shift is $-105.8$ meV, against $-100.6$ meV for the single phonon energy. If the curvature $K$ and mass $M$ were held fixed instead of $c$, then $c$ would vary as $1/\omega$ and the zero-point shift would become $-133$ meV.

**Thermal expansion.** The theorem holds $E_0$ fixed. For a linear expansion coefficient of $6\times10^{-6}$ K$^{-1}$ and a gap change of 3 eV per unit relative volume change, both rough, the effect between 300 and 400 K has size

$$3(6\times10^{-6})(100)(3\text{ eV})=5.4\text{ meV}.$$

This is about one fifth of the phonon change over the same interval. Its sign depends on how the gap responds to volume.

**Anharmonicity.** Add $\hbar\omega(0.01q^3+0.005q^4)$ to every phonon potential. In equilibrium the mean force vanishes, which gives

$$\langle q\rangle+0.03\langle q^2\rangle+0.02\langle q^3\rangle=0 .$$

To leading order $\langle q\rangle\simeq-0.03\times0.669=-0.020$, so the linear gap terms contribute about $-20$ meV in total. Numerical diagonalization gives $-18.5$ meV. The change in $\langle q^2\rangle$ contributes $+3.7$ meV. At $T=0$ the linear contribution is already $-14.3$ meV, so in an anharmonic crystal the zero-point correction is not given by the quadratic coefficients alone. All linear contributions were given the same sign here; mixed signs would partly cancel.

**Moving carriers in a polar crystal.** An electron couples to long-wavelength polar phonons while moving through its band, and its kinetic energy can be smaller than a phonon energy. The frozen-atom picture then fails. In the Fröhlich model, second-order perturbation theory lowers the energy of an electron at the band minimum by $\alpha\hbar\omega_{LO}$, where

$$\alpha=\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\sqrt{\frac{m}{m_e}\,\frac{\mathrm{Ry}}{\hbar\omega_{LO}}}$$

and Ry is the Rydberg energy. The rough inputs $\varepsilon_\infty=5$, $\varepsilon_s=20$, $m=0.70\,m_e$ and $\hbar\omega_{LO}=70$ meV give $\alpha=1.75$ and a lowering of 122 meV. Cutting the sum at the zone boundary of a 12-atom cell reduces it to about 111 meV. This counts the electron alone; a hole of the same mass, as the reduced mass used below implies, would about double the effect on the gap. The electron part is already as large as the zero-point shift of the example. It cannot simply be added, because coefficients fitted to a real gap may already contain part of it.

**Field and thickness.** A field $F$ tilts the bands and lets absorption reach below the gap. The energy scale of this Franz–Keldysh effect is $(\hbar^2e^2F^2/2\mu)^{1/3}$, which is 163 meV for 2 MV/cm and reduced mass $\mu=0.35\,m_e$. It is a scale for the blurred edge, not a rigid gap shift. Without a field, hard-wall confinement, $\hbar^2\pi^2/(2\mu L^2)$, raises the gap by 10.7 meV for $L=10$ nm. At 2 MV/cm the potential drops by 2 eV across such a film, so the levels are set by the tilted well and this value cannot simply be added to the field effect.

The field also displaces polar phonon coordinates. For an effective charge of one $e$, balancing the force against the spring gives $\langle q\rangle=eFx_0/\hbar\omega=0.029$ at 2 MV/cm. If all 100 linear terms of the example had the same sign, they would shift the mean gap by 29 meV; mixed signs would partly cancel.

This shift is proportional to the effective charge, which can be several $e$. For $n$ equal oscillators per volume with charge $Ze$, the lattice part of the dielectric constant is $\varepsilon_s-\varepsilon_\infty=nZ^2e^2/(\varepsilon_0M\omega^2)$. The values 20 and 5 used above, with about 87 atoms per nm³ and $\hbar\omega=50$ meV, give $Z\simeq3$ and a shift of about 87 meV if all linear terms have the same sign. This is not an upper bound: with half the coordinates at 25 meV and half at 75 meV and the same $a$, it becomes 99 meV. The rough inputs are also not those of a single polar mode, for which the Lyddane–Sachs–Teller relation would pair $\hbar\omega_{LO}=70$ meV with $\hbar\omega=35$ meV. Near the coercive field of a ferroelectric film, which is of order 1 to 2 MV/cm, the response is no longer harmonic.

The example therefore illustrates the coth law at realistic energies but does not predict the gap of a hafnia device. For an optical edge measured under bias, or for absolute band-edge energies, the omitted field and polar-carrier effects can match the calculated phonon shift. The numerical output lists the main values used here.

## Calculated quantities

```
INPUTS (rough, hafnia-like)
bare gap E0 = 5.80 eV; phonon energy = 50.0 meV
oscillator mass = 16.0 u; equal coordinates = 100
per coordinate: a = 10.0 meV, c = -2.0 meV
ONE COORDINATE
length x0 = 0.00723 nm; gap curvature K = -76.55 eV/nm^2
zero-point shift c/2 = -1.00 meV
kT at 300 K = 25.85 meV; hw/2kT = 0.9670
coth at 300 K = 1.3380; n_B = 0.1690
mean shift at 300 K: formula -1.33797 meV
mean shift at 300 K: grid -1.33797 meV
mean shift at 300 K: absorption -1.33797 meV
largest grid-formula difference = 1.3e-13 meV
ALL COORDINATES
T = 0 K: shift -100.0 meV, gap 5.7000 eV
T = 100 K: shift -100.6 meV, gap 5.6994 eV
T = 300 K: shift -133.8 meV, gap 5.6662 eV
T = 400 K: shift -161.2 meV, gap 5.6388 eV
T = 800 K: shift -287.7 meV, gap 5.5123 eV
thermal part at 300 K = -33.8 meV
classical shift at 300 K = -103.4 meV
slope at 300 K = -0.255 meV/K
hot-limit slope = -0.345 meV/K
tangent at 800 K, value at T=0 minus E0 = -23.8 meV
rms spread of gap at 300 K = 84.0 meV
relaxation energy = 108.7 meV
free-energy shift, no relaxation, 300 K = -138.2 meV
excited stiffness hw+2c: shared 46.0 meV
excited stiffness, all in one = -350.0 meV
gap change 300 to 400 K = -27.4 meV
leakage factor at 400 K, half to barrier = 1.49
NEGLECTED EFFECTS (rough inputs)
half at 25, half at 75 meV: shift at 300 K = -167.2 meV
expansion 6.0e-06 /K, volume potential 3.0 eV
expansion effect 300 to 400 K, size = 5.4 meV
cubic 0.010, quartic 0.005 (units of hw), 300 K:
  via linear term -18.5 meV, via square 3.7 meV
eps_inf 5.0, eps_static 20.0, mass 0.70 m_e, LO 70 meV
Frohlich alpha = 1.75; electron energy lowering = 122 meV
field 2.0 MV/cm, reduced mass 0.35 m_e
Franz-Keldysh energy scale = 163 meV
confinement in 10 nm film = 10.7 meV
```
